# Stable Adaptive Integration of Thermal-Field Emission Through a Triangular Barrier: verification in Python

```python
"""Thermal-field emission from an electrode into an insulator.

Result under test:
  J = C * integral of D(eps) * kT * ln(1 + exp(-eps/kT)) d eps,
  C = e m / (2 pi^2 hbar^3),
  D = exp(-B (phi-eps)^(3/2)) below the barrier top and 1 above it,
  B = 4 sqrt(2 m_ox) / (3 hbar e F).
An adaptive integration of the scaled log-integrand must reproduce the
integral in all regimes, the Richardson law for weak field, and the
zero-temperature tunnelling current for T -> 0.
eps: normal energy from the Fermi level; phi: barrier height; F: field;
m: transverse mass; m_ox: normal tunnelling mass; band bottom at -DEPTH.
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, gamma, gammaln

mp.mp.dps = 30
e, hbar, k = sc.e, sc.hbar, sc.k
MASS = sc.m_e
M_OX = 0.2 * sc.m_e
PHI = 1.2 * e
DEPTH = 5.0 * e
C = e * MASS / (2 * np.pi**2 * hbar**3)
RICHARDSON = C * k**2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(10)


def action_coefficient(F):
    return 4 * np.sqrt(2 * M_OX) / (3 * hbar * e * F)


def log_supply(x):
    """Logarithm of ln(1 + exp(-x)), stable for either sign of x."""
    x = np.asarray(x, dtype=float)
    t = np.exp(-np.abs(x))
    s = np.maximum(-x, 0) + np.log1p(t)
    return np.where(x > 20, -x - t / 2, np.log(np.maximum(s, 1e-300)))


def log_integrand(eps, F, T):
    below = np.maximum(PHI - eps, 0)
    return -action_coefficient(F) * below**1.5 + log_supply(eps / (k * T))


def log_slope(eps, F, T):
    x = eps / (k * T)
    thermal = np.exp(-np.logaddexp(0, x) - log_supply(x)) / (k * T)
    below = max(PHI - eps, 0)
    return 1.5 * action_coefficient(F) * np.sqrt(below) - thermal


def bisect(function, low, high):
    """Point where function changes from positive to non-positive."""
    for _ in range(90):
        middle = 0.5 * (low + high)
        if function(middle) > 0:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def emission(F, T, drop=45.0, rtol=1e-9):
    """Return ln(J / (A/m^2)), peak energy and number of evaluations."""
    kT = k * T
    peak = bisect(lambda y: log_slope(y, F, T), -DEPTH, PHI)
    top = float(log_integrand(peak, F, T))
    floor = top - drop
    left = bisect(lambda y: floor - log_integrand(y, F, T), -DEPTH, peak)
    right = bisect(lambda y: log_integrand(y, F, T) - floor,
                   peak, PHI + 2 * drop * kT)

    def panel(a, b):
        points = 0.5 * (a + b) + 0.5 * (b - a) * NODES
        values = np.exp(log_integrand(points, F, T) - top)
        return 0.5 * (b - a) * np.dot(WEIGHTS, values)

    inside = [y for y in (peak, 0.0, PHI) if left < y < right]
    edges = sorted(set([left, right] + inside))
    stack = [(a, b, panel(a, b)) for a, b in zip(edges[:-1], edges[1:])]
    panels, total = len(stack), 0.0
    while stack:
        a, b, whole = stack.pop()
        middle = 0.5 * (a + b)
        first, second = panel(a, middle), panel(middle, b)
        panels += 2
        assert panels < 20000, "adaptive integration did not converge"
        if abs(first + second - whole) <= rtol / drop * (b - a):
            total += first + second
        else:
            stack += [(a, middle, first), (middle, b, second)]
    return np.log(C * kT) + top + np.log(total), peak, panels * len(NODES)


def reference_log_current(F, T):
    """High-precision quadrature of the original integral, z = eps/kT."""
    kT = k * T
    B = mp.mpf(action_coefficient(F))
    layer = action_coefficient(F)**(-2 / 3)
    marks = [-DEPTH, 0.0, PHI, PHI + 100 * kT]
    marks += [s * n * kT for s in (-1, 1) for n in (1, 5, 20, 60)]
    marks += [PHI + n * kT for n in (1, 5, 20, 60)]
    marks += [PHI - n * layer for n in (1, 3, 10, 40)]
    marks = sorted(set(y for y in marks if -DEPTH <= y <= PHI + 100 * kT))

    def integrand(z):
        y = mp.exp(-z)
        supply = y - y**2 / 2 + y**3 / 3 if y < 1e-12 else mp.log(1 + y)
        below = PHI - z * kT
        return supply * (mp.exp(-B * below**1.5) if below > 0 else 1)

    z_marks = [mp.mpf(y) / kT for y in marks]
    scale = max(integrand(z) for z in z_marks)
    value = mp.quad(lambda z: integrand(z) / scale, z_marks)
    return float(mp.log(value * scale * C * kT**2))


def log_zero_temperature(F):
    """Closed form of the T = 0 current, band bottom sent to -infinity."""
    B, phi = mp.mpf(action_coefficient(F)), mp.mpf(PHI)
    b = B * phi**mp.mpf(1.5)
    two, four = mp.mpf(2) / 3, mp.mpf(4) / 3
    value = B**(-four) * mp.gammainc(four, b)
    value -= phi * B**(-two) * mp.gammainc(two, b)
    return float(mp.log(two * C * value))


def decay_energy(F):
    return hbar * e * F / (2 * np.sqrt(2 * M_OX * PHI))


def log_fowler_nordheim(F):
    prefactor = (MASS / M_OX) * e**3 * F**2 / (16 * np.pi**2 * hbar * PHI)
    return np.log(prefactor) - action_coefficient(F) * PHI**1.5


def log_richardson(T):
    return np.log(RICHARDSON * T**2) - PHI / (k * T)


def thermionic_parameter(F, T):
    return action_coefficient(F)**(-2 / 3) / (k * T)


def thermionic_series(q):
    n = np.arange(80)
    logs = gammaln(2 * (n + 1) / 3) - gammaln(n + 1) + (n + 1) * np.log(q)
    return 1 + 2 / 3 * np.sum(np.exp(logs))


F0 = 2e8
d0 = decay_energy(F0)
b0 = action_coefficient(F0) * PHI**1.5
lnJ0, lnFN = log_zero_temperature(F0), log_fowler_nordheim(F0)

# Supply function from the integral over transverse wave vectors.
for eps in (-0.1 * e, 0.1 * e):
    kT = k * 300.0
    k_unit = np.sqrt(2 * MASS * kT) / hbar

    def states(y):
        occupation = expit(-(eps + (hbar * k_unit * y)**2 / (2 * MASS)) / kT)
        return 2 * 2 * np.pi * y * k_unit**2 / (2 * np.pi)**2 * occupation

    flux = e / (2 * np.pi * hbar) * quad(states, 0, 12, epsabs=0,
                                       epsrel=1e-11, limit=200)[0]
    assert abs(flux / (C * kT * np.exp(log_supply(eps / kT))) - 1) < 1e-8

# Stable logarithm against high precision, and failure of the naive form.
for x in (-800.0, -3.0, 0.0, 5.0, 19.9, 20.1, 40.0, 1400.0):
    with mp.workdps(650):
        exact = float(mp.log(mp.log(1 + mp.exp(-mp.mpf(x)))))
    assert abs(float(log_supply(x)) - exact) < 1e-12 * max(1, abs(exact))
with np.errstate(over="ignore"):
    naive_high = np.log(1 + np.exp(-np.float64(40)))
    naive_low = np.log(1 + np.exp(np.float64(800)))
assert naive_high == 0 and np.isinf(naive_low)

# Tunnelling action from the decay constant.
height = PHI - 0.3 * e
exit_point = height / (e * F0)
action = quad(lambda y: 2 * exit_point * np.sqrt(
    2 * M_OX * height * (1 - y)) / hbar, 0, 1)[0]
assert abs(action / (action_coefficient(F0) * height**1.5) - 1) < 1e-7

# Concavity and the truncation bound that follows from it.
worst_cut = 0.0
cut_bound = 1 / np.expm1(3.0)
for F, T in ((F0, 10.0), (F0, 300.0), (F0, 1000.0), (1e4, 300.0)):
    grid = np.linspace(-DEPTH, PHI + 40 * k * T, 1501)
    values = log_integrand(grid, F, T)
    rounding = 1e-14 * np.max(np.abs(values)) + 1e-11
    assert np.max(np.diff(values, 2)) < rounding
    missing = np.expm1(emission(F, T)[0] - emission(F, T, drop=3.0)[0])
    assert 0 < missing <= cut_bound + 1e-8
    worst_cut = max(worst_cut, missing)

# The complete algorithm against the original integral.
worst_error = 0.0
for F, T in ((F0, 10.0), (F0, 300.0), (F0, 1000.0),
             (1e4, 10.0), (1e9, 300.0)):
    error = abs(emission(F, T)[0] - reference_log_current(F, T))
    assert error < 1e-8, (F, T, error)
    worst_error = max(worst_error, error)

# Thermionic limit and its field correction.
for F, T in ((1e4, 300.0), (1e5, 300.0), (1e6, 300.0), (1e7, 300.0),
             (1e6, 1000.0), (1e4, 10.0)):
    ratio = np.exp(emission(F, T)[0] - log_richardson(T))
    assert abs(ratio / thermionic_series(thermionic_parameter(F, T)) - 1) < 1e-6
q_small = thermionic_parameter(1e2, 300.0)
first_slope = np.expm1(emission(1e2, 300.0)[0] - log_richardson(300.0)) / q_small
assert abs(first_slope - gamma(5 / 3)) < 1e-3

# Zero-temperature current: definition, leading formula, thermal correction.
B0 = action_coefficient(F0)
scaled = quad(lambda y: y * np.exp(b0 - B0 * (PHI + y * d0)**1.5),
              0, DEPTH / d0, epsabs=0, epsrel=1e-11, limit=300)[0]
assert abs(np.log(C * d0**2 * scaled) - b0 - lnJ0) < 1e-8
for F in (2e8, 2e7, 2e6):
    b = action_coefficient(F) * PHI**1.5
    ratio = np.exp(log_zero_temperature(F) - log_fowler_nordheim(F))
    assert abs(ratio - (1 - 1 / b)) < 3 / b**2
thermal_rise = np.expm1(emission(F0, 5.0)[0] - lnJ0)
predicted_rise = np.pi**2 / 6 * (k * 5.0)**2 * np.exp(np.log(C) - b0 - lnJ0)
assert abs(thermal_rise / predicted_rise - 1) < 1e-3
ratio_1K = np.exp(emission(F0, 1.0)[0] - lnJ0)
assert abs(ratio_1K - 1) < 1e-5

# Thermal factor of a linearized barrier.
p_test = 0.65
factor = quad(lambda y: np.exp(p_test * y) / (4 * np.cosh(y / 2)**2),
              -100, 100, epsabs=1e-12, limit=300)[0]
assert abs(factor * np.sin(np.pi * p_test) / (np.pi * p_test) - 1) < 1e-8

print(f"barrier height: {PHI/e:.2f} eV; band depth: {DEPTH/e:.2f} eV")
print(f"tunnelling mass / electron mass: {M_OX/sc.m_e:.2f}")
print(f"transverse mass / electron mass: {MASS/sc.m_e:.2f}")
print(f"field of temperature scan: {F0:.2e} V/m")
print(f"Richardson constant A: {RICHARDSON:.5e} A/(m^2 K^2)")
print(f"barrier exponent b at Fermi level: {b0:.4f}")
print(f"decay energy d: {d0/e:.6f} eV")
print(f"temperature where kT = d: {d0/k:.2f} K")
print(f"exit distance at Fermi level: {PHI/(e*F0)*1e9:.3f} nm")
print(f"zero-temperature current J0: {np.exp(lnJ0):.6e} A/m^2")
print(f"elementary Fowler-Nordheim J_FN: {np.exp(lnFN):.6e} A/m^2")
print(f"J0/J_FN: {np.exp(lnJ0-lnFN):.6f}; 1-1/b: {1-1/b0:.6f}")
print(f"J(1 K)/J0 - 1: {ratio_1K-1:.3e}")
print(f"J(5 K)/J0 - 1: {thermal_rise:.5e}; predicted: {predicted_rise:.5e}")
print("Temperature scan; bound = J_FN*pi*p/sin(pi*p), p = kT/d")
print("T(K)  p      peak(eV)  J(A/m^2)    J/J0       log10(J/J_RD) bound/J")
for T in (10., 100., 200., 300., 400., 500., 700., 1000.):
    lnJ, peak, count = emission(F0, T)
    p = k * T / d0
    assert lnJ > lnJ0 and lnJ > log_richardson(T)
    bound_text = "none"
    if p < 1:
        bound = np.exp(lnFN - lnJ) * np.pi * p / np.sin(np.pi * p)
        assert bound > 1
        bound_text = f"{bound:.4f}"
    print(f"{T:5.0f} {p:.4f} {peak/e:9.5f} {np.exp(lnJ):.5e} "
          f"{np.exp(lnJ-lnJ0):.4e} {(lnJ-log_richardson(T))/np.log(10):10.4f} "
          f"{bound_text:>8}")
print("Thermal-field peak: u = distance below barrier top")
for T in (700., 1000.):
    lnJ, peak, _ = emission(F0, T)
    u = PHI * (d0 / (k * T))**2
    assert abs((PHI - peak) / u - 1) < 1e-4
    ln_saddle = (log_richardson(T) + 0.5 * np.log(4 * np.pi * u / (k * T))
                 + u / (3 * k * T))
    assert abs(np.exp(ln_saddle - lnJ) - 1) < 0.05
    print(f"T={T:.0f} K: u numeric {(PHI-peak)/e:.6f} eV, formula {u/e:.6f} eV, "
          f"J_saddle/J {np.exp(ln_saddle-lnJ):.5f}")
print(f"Richardson current at 300 K: {np.exp(log_richardson(300.)):.6e} A/m^2")
print("Field scan at 300 K; length = B^(-2/3)/(eF)")
print("F(V/m)    q         J(A/m^2)     J/J_RD    series    length(nm)")
for F in (1e4, 1e5, 1e6, 1e7):
    lnJ = emission(F, 300.)[0]
    q = thermionic_parameter(F, 300.)
    length = action_coefficient(F)**(-2 / 3) / (e * F) * 1e9
    print(f"{F:.1e} {q:.6f} {np.exp(lnJ):.6e} "
          f"{np.exp(lnJ-log_richardson(300.)):.6f} "
          f"{thermionic_series(q):.6f} {length:.3f}")
print(f"first correction / q at 100 V/m: {first_slope:.6f}")
print(f"Gamma(5/3): {gamma(5/3):.6f}")
ln_tiny = emission(1e4, 10.)[0]
assert np.exp(ln_tiny) == 0 and np.isfinite(ln_tiny)
print(f"10 K, 1e4 V/m: log10(J/(A/m^2)) = {ln_tiny/np.log(10):.5f}")
print(f"same current as a double: {np.exp(ln_tiny):.1f} A/m^2")
print(f"naive supply at x=40: {naive_high:.1f}; at x=-800: {naive_low}")
print(f"stable log supply at x=40: {float(log_supply(40.)):.6f}")
print(f"stable supply at x=-800: {np.exp(float(log_supply(-800.))):.3f}")
print(f"omitted/retained for drop 3: {worst_cut:.6f}; bound: {cut_bound:.6f}")
print(f"relative truncation bound for drop 45: {1/np.expm1(45.):.3e}")
print(f"evaluations at {F0:.1e} V/m, 300 K: {emission(F0, 300.)[2]}")
print(f"evaluations at 1.0e4 V/m, 300 K: {emission(1e4, 300.)[2]}")
print(f"largest ln J error against reference: {worst_error:.2e}")
print("every check passed")
```

Running it gives:

```
barrier height: 1.20 eV; band depth: 5.00 eV
tunnelling mass / electron mass: 0.20
transverse mass / electron mass: 1.00
field of temperature scan: 2.00e+08 V/m
Richardson constant A: 1.20173e+06 A/(m^2 K^2)
barrier exponent b at Fermi level: 20.0786
decay energy d: 0.039843 eV
temperature where kT = d: 462.36 K
exit distance at Fermi level: 6.000 nm
zero-temperature current J0: 4.673283e+02 A/m^2
elementary Fowler-Nordheim J_FN: 4.894791e+02 A/m^2
J0/J_FN: 0.954746; 1-1/b: 0.950196
J(1 K)/J0 - 1: 8.059e-06
J(5 K)/J0 - 1: 2.01508e-04; predicted: 2.01481e-04
Temperature scan; bound = J_FN*pi*p/sin(pi*p), p = kT/d
T(K)  p      peak(eV)  J(A/m^2)    J/J0       log10(J/J_RD) bound/J
   10 0.0216  -0.03921 4.67705e+02 1.0008e+00   599.3635   1.0474
  100 0.2163  -0.03868 5.07079e+02 1.0851e+00    53.1026   1.0438
  200 0.4326  -0.03119 6.56642e+02 1.4051e+00    22.3741   1.0362
  300 0.6488  -0.01095 1.06608e+03 2.2812e+00    12.1529   1.0485
  400 0.8651   0.03282 2.41428e+03 5.1661e+00     7.2182   1.3402
  500 1.0814   0.18704 8.61925e+03 1.8444e+01     4.5532     none
  700 1.5140   0.67647 2.49544e+05 5.3398e+02     2.2668     none
 1000 2.1628   0.94347 1.74137e+07 3.7262e+04     1.2088     none
Thermal-field peak: u = distance below barrier top
T=700 K: u numeric 0.523534 eV, formula 0.523541 eV, J_saddle/J 1.01982
T=1000 K: u numeric 0.256531 eV, formula 0.256535 eV, J_saddle/J 1.02009
Richardson current at 300 K: 7.497863e-10 A/m^2
Field scan at 300 K; length = B^(-2/3)/(eF)
F(V/m)    q         J(A/m^2)     J/J_RD    series    length(nm)
1.0e+04 0.008528 7.555912e-10 1.007742 1.007742 22.046
1.0e+05 0.039583 7.772940e-10 1.036687 1.036687 10.233
1.0e+06 0.183729 8.909198e-10 1.188232 1.188232 4.750
1.0e+07 0.852794 1.913622e-09 2.552223 2.552223 2.205
first correction / q at 100 V/m: 0.902981
Gamma(5/3): 0.902745
10 K, 1e4 V/m: log10(J/(A/m^2)) = -596.58762
same current as a double: 0.0 A/m^2
naive supply at x=40: 0.0; at x=-800: inf
stable log supply at x=40: -40.000000
stable supply at x=-800: 800.000
omitted/retained for drop 3: 0.052171; bound: 0.052396
relative truncation bound for drop 45: 2.863e-20
evaluations at 2.0e+08 V/m, 300 K: 400
evaluations at 1.0e4 V/m, 300 K: 690
largest ln J error against reference: 2.27e-13
every check passed
```
